## Space-charge-limited drift from a small spherical injector

A small metallic particle sits inside a poorly conducting solid and feeds holes into it. The holes drift outward to a distant electrode. The solid has almost no carriers of its own, so every hole in transit adds uncompensated charge, and this charge opposes the entry of further holes. The contact may be able to supply any current demanded of it, yet the current stays finite. The question is how large it is, and how far it depends on the size of the particle.

### Model and conventions

The injector is a sphere of radius $a$, and the collector is a concentric sphere of radius $R$. The injector is at potential $V>0$ relative to the collector, and $E(r)$ is the outward radial field, so that

$$V=\int_a^R E\,dr. \tag{1}$$

The algebra uses atomic units, in which the hole has charge $+1$ and the permittivity is $\varepsilon=\varepsilon_r/4\pi$. Because $\varepsilon$ is kept explicit, the current formulas below have the same form in SI units.

There is one mobile species, with charge density $\rho(r)$ and constant mobility $\mu$. The state is steady, and the medium contains no traps and no dopants. With a single species there is no recombination. Carriers interact only through the mean field, and diffusion is neglected at first. The total current through every sphere is then the same:

$$I=4\pi r^2\rho\mu E. \tag{2}$$

Gauss's law in spherical symmetry is

$$\frac{1}{r^2}\frac{d}{dr}\left(r^2E\right)=\frac{\rho}{\varepsilon}. \tag{3}$$

### The field between the electrodes

The combination $F=r^2E$ appears in both laws. Equation (2) reads $I=4\pi\mu\rho F$, so $\rho=I/(4\pi\mu F)$. Inserting this in (3), after multiplying (3) by $r^2$, gives

$$F\frac{dF}{dr}=\frac{I\,r^2}{4\pi\varepsilon\mu}. \tag{4}$$

The left side is the derivative of $F^2/2$. Integration from $a$ to $r$, with $E_a=E(a)$ and hence $F(a)=a^2E_a$, gives

$$\frac{F^2-a^4E_a^2}{2}=\frac{I\,(r^3-a^3)}{12\pi\varepsilon\mu}.$$

Multiplying by two and defining a constant $K$,

$$F^2=a^4E_a^2+K(r^3-a^3),\qquad K=\frac{I}{6\pi\varepsilon\mu}. \tag{5}$$

The voltage follows from (1) with $E=F/r^2$:

$$V=\int_a^R\frac{\sqrt{a^4E_a^2+K(r^3-a^3)}}{r^2}\,dr. \tag{6}$$

One boundary condition is still needed. The integrand in (6) rises with $E_a$ at fixed $I$, and with $I$ at fixed $E_a$. If $V$ is held fixed and $E_a\geq0$ is raised, $I$ must therefore fall. The largest drift current belongs to

$$E_a=0. \tag{7}$$

This is the idealised ohmic contact. As long as an outward field remains at a plentiful reservoir, it draws out more holes, and their charge reduces that field. With (7), equation (5) becomes

$$E(r)=\frac{\sqrt{K(r^3-a^3)}}{r^2}. \tag{8}$$

At the injector $E$ vanishes while $I$ does not, so (2) forces $\rho$ to diverge there. The divergence is integrable, because the charge between $a$ and $r$ is $4\pi\varepsilon F(r)$, which is finite. It does show that pure drift cannot describe the last thin layer at the contact.

The field rises from zero, passes a maximum and then decays. From (8), $E^2=K(r^{-1}-a^3r^{-4})$. Setting its derivative $K(-r^{-2}+4a^3r^{-5})$ to zero gives $r^3=4a^3$. There $r^3-a^3=3a^3$ and $r^4=4^{4/3}a^4$, so

$$r_{\max}=4^{1/3}a,\qquad E_{\max}=\frac{\sqrt3}{4^{2/3}}\sqrt{\frac{K}{a}}. \tag{9}$$

This holds if the collector lies beyond $4^{1/3}a$.

### The point injector

For $a\to0$, equation (8) reduces to $E=\sqrt K\,r^{-1/2}$. The field is singular at the origin, but its integral converges:

$$V=\sqrt K\int_0^R r^{-1/2}\,dr=2\sqrt{KR}. \tag{10}$$

Squaring and inserting $K$ from (5),

$$V^2=4KR=\frac{4IR}{6\pi\varepsilon\mu}=\frac{2IR}{3\pi\varepsilon\mu},$$

and therefore

$$I_0=\frac{3\pi\varepsilon\mu V^2}{2R}=\frac{3\varepsilon_r\mu V^2}{8R}. \tag{11}$$

The second form uses $\varepsilon=\varepsilon_r/4\pi$ and holds in atomic units.

Equation (10) gives $\sqrt K=V/(2\sqrt R)$, which fixes the profiles. The field is

$$E=\frac{V}{2\sqrt{Rr}}. \tag{12}$$

Since $F\propto r^{3/2}$, we have $F'=3F/(2r)$, and (3) gives

$$\rho=\frac{\varepsilon F'}{r^2}=\frac{3\varepsilon E}{2r}\propto r^{-3/2}. \tag{13}$$

The total charge in transit is, by Gauss's law at the collector,

$$Q=4\pi\varepsilon R^2E(R)=2\pi\varepsilon RV. \tag{14}$$

A carrier moves according to $dr/dt=\mu E$. With (12) this is $\sqrt r\,dr=\mu V\,dt/(2\sqrt R)$. Integrating from $0$ to $R$ gives $\tfrac23R^{3/2}=\mu Vt_R/(2\sqrt R)$, so the transit time is

$$t_R=\frac{4R^2}{3\mu V}. \tag{15}$$

The ratio $Q/t_R=2\pi\varepsilon RV\cdot3\mu V/(4R^2)$ reproduces (11). This gives the law its physical reading. The charge that the voltage can hold in the medium is proportional to $V$, and it is replaced at a rate proportional to $V$, so the current goes as $V^2$.

### An injector of finite size

The point law would be of little use without knowing how small $a$ must be. With (8), the voltage is

$$\frac{V}{\sqrt K}=\int_a^R r^{-1/2}\sqrt{1-\frac{a^3}{r^3}}\,dr.$$

Write the square root as $1-[1-\sqrt{1-a^3/r^3}]$. The first part integrates to $2\sqrt R-2\sqrt a$. In the second, set $x=r/a$, which brings out a factor $\sqrt a$:

$$\frac{V}{\sqrt K}=2\sqrt R-2\sqrt a-\sqrt a\int_1^{R/a}x^{-1/2}\left[1-\sqrt{1-x^{-3}}\right]dx. \tag{16}$$

For large $x$ the bracket is approximately $x^{-3}/2$, so the integral converges when its upper limit goes to infinity. The tail added in this way is about $\tfrac15(a/R)^{5/2}$. Multiplied by $\sqrt a$ and compared with $2\sqrt R$, it is a relative error of about $(a/R)^3/10$. Calling the extended integral $D$ and defining $C=2+D$,

$$V\simeq\sqrt K\left(2\sqrt R-C\sqrt a\right). \tag{17}$$

To find $D$, integrate by parts, with $2\sqrt x$ as the integral of $x^{-1/2}$. The boundary term vanishes at infinity and equals $2$ at $x=1$, which enters with a minus sign. The derivative of $\sqrt{1-x^{-3}}$ is $\tfrac32x^{-4}(1-x^{-3})^{-1/2}$. Hence

$$D=-2+3\int_1^\infty x^{-7/2}(1-x^{-3})^{-1/2}dx,$$

and the $-2$ cancels the $2$ in $C$. Now let $u=x^{-3}$, so that $du=-3x^{-4}dx$ and $3x^{-7/2}dx=-u^{-1/6}du$. The limits $1,\infty$ become $1,0$, and the minus sign reverses them:

$$C=\int_0^1u^{-1/6}(1-u)^{-1/2}du=\frac{\Gamma(5/6)\,\Gamma(1/2)}{\Gamma(4/3)}=2.2405. \tag{18}$$

Solving (17) for $K$ and using $I=6\pi\varepsilon\mu K$,

$$I=\frac{6\pi\varepsilon\mu V^2}{4R\left[1-\frac C2\sqrt{a/R}\right]^2}=\frac{I_0}{\left[1-\frac C2\sqrt{a/R}\right]^2}. \tag{19}$$

To leading order $I/I_0\simeq1+C\sqrt{a/R}$. The approach to the point law is slow: a correction of 1% requires $\sqrt{a/R}\simeq0.01/2.24$, or $a/R\simeq2\times10^{-5}$. The reason lies in (12). Between the origin and $r$ the potential drops by the fraction $\sqrt{r/R}$ of $V$, so the innermost 1% of the radius takes 10% of the voltage. A finite injector replaces the costly region inside $r=a$ by metal. By (8), it also lowers the field just outside at the same current. Both reduce the voltage needed, so the current at fixed $V$ is larger.

### The opposite limit: a thin shell

If $d=R-a\ll a$, equation (19) does not apply, but (8) does. With $r=a+y$, $r^3-a^3\simeq3a^2y$ and $r^2\simeq a^2$, so

$$V\simeq\frac{\sqrt{3K}}{a}\int_0^d\sqrt y\,dy=\frac{2\sqrt{3K}}{3a}\,d^{3/2}.$$

Squaring gives $V^2=4Kd^3/(3a^2)$, or $K=3a^2V^2/(4d^3)$. The current density is

$$\frac{I}{4\pi a^2}=\frac{6\pi\varepsilon\mu K}{4\pi a^2}=\frac98\,\frac{\varepsilon\mu V^2}{d^3}, \tag{20}$$

which is the planar Mott–Gurney law. The planar current density falls as $d^{-3}$. For a point injector, (11) divided by the collector area $4\pi R^2$ gives a current density at the collector that likewise falls as $R^{-3}$. The collector area grows as $R^2$, however, so the total current falls only as $R^{-1}$.

### A test with moving shells of charge

The result can be tested without the differential equation (4). Thin spherical shells of equal charge are launched from the injector at equal time intervals. Each moves with velocity $\mu E$ in the field of the charge it encloses, and the voltage is the sum of the shells' Coulomb potentials. The runs used $a/R=0.04$ and $0.01$. Combining their voltages so as to remove the term in $\sqrt a$ gave $IR/(\varepsilon\mu V^2)=4.7124$, against $3\pi/2=4.7124$ from (11). The difference between the two voltages gave $C=2.2404$, against $2.2405$ from (18).

The same method tests the choice (7). In units with $4\pi\varepsilon=\mu=I=R=1$ and $a=0.04$, fixed charges of $0$, $0.005$ and $0.010$ were placed on the injector to give it an outward surface field. At the same current, the required voltage rose from $1.2671$ to $1.2921$ and $1.3454$.

### Where diffusion matters

The density falls outward, so diffusion adds to the outward current. With the Einstein relation, the diffusion coefficient is $\mu kT$ in atomic units. From (13), $|\rho'|/\rho=3/(2r)$, and the ratio of diffusion to drift is

$$\frac{\mu kT|\rho'|}{\mu\rho E}=\frac{3kT}{2rE}=\frac{3kT}{V}\sqrt{\frac Rr}, \tag{21}$$

where the last form uses (12). In laboratory units $kT/V$ means $kT/(eV)$. The ratio reaches one at

$$r_D=R\left(\frac{3kT}{V}\right)^2. \tag{22}$$

A strict point limit at fixed temperature therefore leaves the drift model near the origin. The useful range is $r_D\ll a\ll R$. Even then, diffusion cannot be neglected in the layer next to the injector, where (8) gives $E\to0$. There $E\propto\sqrt{r-a}$, and the thickness of the layer scales as $a(r_D/a)^{1/3}$, so it shrinks only slowly as $r_D/a$ falls.

### A worked example

Take $\varepsilon_r=3.0$, $\mu=10^{-4}$ cm²/Vs, $a=10$ nm, $R=1000$ nm, $V=10$ V and $T=300$ K. The point law gives

$$I_0=\frac{3\pi(3.0\,\varepsilon_0)(10^{-4}\ \mathrm{cm^2/Vs})(10\ \mathrm V)^2}{2(1000\ \mathrm{nm})}=125\ \mathrm{pA},$$

which is $1.89\times10^{-8}$ atomic units of current. Here $\sqrt{a/R}=0.1$, so the finite-size factor is $(1-0.1120)^{-2}=1.268$ and

$$I=1.268\times125\ \mathrm{pA}=159\ \mathrm{pA}.$$

An injector a hundred times smaller than the collector thus carries 27% more than the point law predicts. In the drift model, which neglects diffusion near the injector, the field peaks at $0.39$ MV/cm, at $r=15.9$ nm.

In the point limit, the field at the collector is $0.050$ MV/cm, the hole density there is $1.2\times10^{15}$ cm⁻³ and the transit time is $13.3$ µs. About $1.04\times10^4$ holes are in transit. Since the enclosed charge goes as $r^{3/2}$, only about ten of them would lie within 10 nm of the origin. The continuous mean field is therefore a coarse description there.

With $kT=0.02585$ eV, equation (22) gives $r_D=0.06$ nm, far below $a$. This is not the thickness of the diffusion layer at the finite injector, because (22) uses the point-limit field. A numerical drift-diffusion solution was computed at the finite-injector current, with $10^{19}$ holes per cm³ at the contact and no boundary layer at the collector. At $r=300$ nm its diffusion-to-drift ratio is $0.0127$. The estimate $3kT/(2rE)$, with the field of the finite-injector current, gives $0.0126$. The bias needed, measured as the drop in quasi-Fermi level, is $10.002$ V instead of $10$ V. This near equality is a cancellation for one choice of contacts. The electrostatic drop is only $9.77$ V. The remaining $0.23$ V is $kT/e$ times the logarithm of the ratio of the hole densities at injector and collector, the built-in step between these unlike contacts. Contact densities of $10^{18}$ and $10^{20}$ cm⁻³ give $10.31$ and $9.96$ V, and $10^{19}$ cm⁻³ at both electrodes gives $9.86$ V. Nor is diffusion small everywhere: it exceeds drift out to $r\approx11.6$ nm and is above a tenth of it out to about $17$ nm.

### Comparison with real layers

The parameters are rough values in the regime of hole transport in amorphous organic semiconductors, whose mobilities spread over several decades. Among the effects estimated below, and for the values assumed, a varying mobility changes the current most in such layers. Their mobility often grows with field, roughly as $\mu\exp(\gamma\sqrt E)$. With the zero-field mobility and the voltage held fixed, $\gamma=10^{-3}$ (cm/V)$^{1/2}$ multiplies the 159 pA by $1.45$, and $\gamma=4\times10^{-3}$ (cm/V)$^{1/2}$ multiplies it by $4.2$. Mobility is also thermally activated: for a rough activation energy of $0.3$ eV, a rise of 10 K multiplies it by $1.45$. The 159 pA is thus an estimate of scale for a real layer.

The other effects estimated here are smaller for the values assumed:

- **Traps.** A uniform density of $10^{15}$ cm⁻³ of filled deep traps multiplies the current by $0.87$. Denser traps are more serious. A uniform fixed charge density $\rho_t$ has $E=\rho_tr/(3\varepsilon)$ and takes up a voltage $\rho_tR^2/(6\varepsilon)$ for $a\to0$. Setting this equal to $V$ gives $\rho_t=6\varepsilon V/R^2$, eight times the collector density $3\varepsilon V/(4R^2)$ from (12) and (13). Here that is about $10^{16}$ cm⁻³. If so many traps were all filled, no voltage would remain to drive injection.
- **Doping.** A background of $10^{14}$ holes per cm³, with its compensating dopant charge, raises the current by 1.3%.
- **Heating.** If all the power were released at the injector surface and the collector stayed at ambient temperature, a thermal conductivity of $0.2$ W/(m K) would bound the temperature rise there by about $0.06$ K.
- **Breakdown.** The peak field of the drift model is about $0.4$ of a rough breakdown field of 1 MV/cm. With diffusion and $10^{19}$ holes per cm³ at the contact, the outward peak is $0.34$ MV/cm near $19$ nm. The field at the contact then points inward and grows with the contact density: $0.36$ MV/cm for $10^{19}$ cm⁻³ and $1.8$ MV/cm for $10^{20}$ cm⁻³.

The ohmic contact is assumed here, not estimated. Any built-in voltage from unlike contacts is neglected in the drift formulas; it would change the voltage available for drift. The attraction of each hole to its own image charge in the metal is also left out, although in the example it exceeds the drift field within about 2 nm of the injector surface and is still about 9% of it at the field peak. The injector in the example must supply about 13 A/cm² at its surface. If an injection barrier prevents this at nearly zero field, the current is lower than (19), and for a high barrier it can be much lower.

Geometry also matters. An embedded sphere needs a lead to replace the charge it emits, and the disturbance of the field by the lead is ignored here. A conducting probe pressed on a flat film is not an embedded sphere. If the injector and collector are concentric hemispheres and no field crosses the flat surface, the radial solution fills half the solid angle, and the current is half of (19). A flat collector breaks the radial symmetry, and its numerical prefactor does not follow from this derivation. Most of the values quoted for the example are collected in the numerical output.

## Computed values

```
shell test: I R/(eps mu V^2), point limit = 4.7124
derived 3 pi/2 = 4.7124
injector constant C = 2.24050; from shells = 2.2404
peak-field constant sqrt(3)/4^(2/3) = 0.6874
shell voltage, core charge 0, 0.005, 0.010 = 1.2671, 1.2921, 1.3454 a.u.
input relative permittivity = 3.0
input mobility = 1.0e-04 cm2/Vs
input injector radius a = 10 nm
input collector radius R = 1000 nm
input voltage = 10.0 V; temperature = 300 K
thermal energy kT = 0.02585 eV
point-injector current = 125.17 pA
point-injector current = 1.8898e-08 atomic units
finite-injector factor = 1.2682
finite-injector current = 158.75 pA
peak field, finite injector = 0.387 MV/cm
radius of peak field = 15.87 nm
collector field, point limit = 0.0500 MV/cm
collector hole density, point limit = 1.243e+15 cm^-3
holes in transit, point limit = 10417
transit time, point limit = 13.33 us
diffusion/drift at r = 300 nm: law 0.01257, numerical 0.01265
radius where estimated ratio is one = 0.060 nm
input contact hole density = 1.0e+19 cm^-3
bias for finite-injector current with diffusion = 10.002 V
contact filling of 1e+21 cm^-3 sites = 0.010
current ratios below are relative to the finite-injector current
field mobility, gamma 1e-03 (cm/V)^0.5: ratio = 1.450
field mobility, gamma 4e-03 (cm/V)^0.5: ratio = 4.187
filled traps 1e+15 cm^-3: ratio = 0.866
background doping 1e+14 cm^-3: ratio = 1.013
10 K warmer, activation 0.3 eV: mobility ratio = 1.454
self-heating bound, kappa 0.2 W/(m K) = 0.0632 K
peak field / rough breakdown field of 1 MV/cm = 0.387
```
